# Choosing Mass, Range and Grid for a Thermally Averaged B–N Distance

## What fixes the form of the answer

Let a bond length $R$ have its potential minimum at $R_e$, with force constant $k=V''(R_e)$, third derivative $V'''$ and effective mass $\mu(R)$. In a harmonic well with constant mass, reflection about the minimum makes the mean displacement zero. A displacement therefore needs a quantity that is odd under reflection. To lowest order there are two, $V'''/k$ and $\mu'/\mu$, and both are inverse lengths. The displacement is a length, so each must be multiplied by a squared length formed from $k$, $\mu$, $\hbar$ and $k_BT$. With $\omega=\sqrt{k/\mu}$, that squared length is $\hbar\omega/k$ times a function of $\hbar\omega/k_BT$. Hence

$$
\langle R\rangle_T-R_e=-\frac{\hbar\omega}{k}\left[\frac{V'''}{k}\,\Phi_1\!\left(\frac{\hbar\omega}{k_BT}\right)-\frac{\mu'}{\mu}\,\Phi_2\!\left(\frac{\hbar\omega}{k_BT}\right)\right].
$$

The derivation below gives $\Phi_1=\Phi_2=\tfrac14\coth(\hbar\omega/2k_BT)$. A bond that softens on stretching has $V'''<0$, which favours a mean distance longer than $R_e$.

A program that averages a bond length over a one-dimensional scan needs three choices: the mass, the scan range and the number of grid points. The example is the isolated adduct H₃N–BH₃ with ¹¹B, ¹⁴N and ¹H. Its electronic level is restricted Hartree–Fock in the 3-21G basis, which leaves out electron correlation and polarization functions.

## The relaxed curve and its mass

At each B–N distance $R$, the energy $E(R,q)$ is minimised over the other coordinates $q$ that preserve the staggered threefold symmetry. The result is $V(R)=E(R,q(R))$. Its slope is

$$
\frac{dV}{dR}=\frac{\partial E}{\partial R}+\sum_i\frac{\partial E}{\partial q_i}\frac{dq_i}{dR}=\frac{\partial E}{\partial R},
$$

because $\partial E/\partial q_i=0$ after relaxation.

The hydrogens move as $R$ changes, so they contribute to the kinetic energy. Let atom $a$, of mass $m_a$, follow the path $\mathbf x_a(R)$, let $z$ be the B–N axis, and let $M=\sum_a m_a$. The threefold symmetry cancels the sideways motion of the centre of mass, whose velocity is then $\dot R\,M^{-1}\sum_a m_a\,dz_a/dR$ along $z$. Subtracting its energy gives $T=\tfrac12\mu(R)\dot R^2$ with

$$
\mu(R)=\sum_a m_a\left|\frac{d\mathbf x_a}{dR}\right|^2-\frac1M\left(\sum_a m_a\frac{dz_a}{dR}\right)^2 .
$$

There is no angular momentum along this path: each hydrogen stays in its mirror plane, and the contributions of the three hydrogens in a ring cancel.

A variable mass raises a question of operator order. It is settled by using the mass-weighted arc length $s$, with $ds=\sqrt{\mu}\,dR$. Then $T=\tfrac12\dot s^2$, and the path model is defined by

$$
H=-\frac{\hbar^2}{2}\frac{d^2}{ds^2}+V(R(s)),\qquad \int|\psi(s)|^2ds=1 .
$$

In terms of $R$, the kinetic operator is $-\tfrac{\hbar^2}{2}\mu^{-1/2}\frac{d}{dR}\mu^{-1/2}\frac{d}{dR}$, with integration weight $\sqrt\mu\,dR$. Extra quantum potentials that arise when a many-dimensional motion is confined to a curve are left out.

The scan used 11 Chebyshev nodes between 135 and 250 pm. Polynomials through the nodes gave $V$ and the relaxed coordinates, with these results:

- $R_e=171.35$ pm
- $k=163.5$ N/m, or $1.020$ meV/pm²
- $\mu(R_e)=6.65$ u

Treating NH₃ and BH₃ as rigid bodies would give $\mu=m_{\mathrm{NH_3}}m_{\mathrm{BH_3}}/M=7.69$ u. Using only the B and N masses would give 6.16 u. The path mass agrees with neither, and it varies from 6.58 u at 150 pm to 6.93 u at 220 pm.

**Choice of mass.** For a relaxed scan, use the mass computed from the relaxed geometries. If a program accepts only one constant, $\mu(R_e)$ is the natural choice when $\mu$ varies little over the thermal distribution. By the law derived below, multiplying the mass by a constant changes the shift in the same proportion as the frequency at low temperature, and not at all in the classical limit. When the whole function $\mu(R)$ was multiplied by a constant to match the rigid-fragment or the bare-atom value at $R_e$, with the potential held fixed, the shift at 298.15 K changed from 1.31 pm to 1.25 or 1.35 pm.

The harmonic quantum on the path is $\hbar\omega=80.1$ meV. The B–N stretching normal mode from the full matrix of second derivatives has 79.3 meV. The order of these two values follows from a variational argument. Near $R_e$, the relaxed displacement $\mathbf u$ per unit change of $R$ has potential curvature $k=\mathbf u^T\mathbf K\mathbf u$ and mass $\mu=\mathbf u^T\mathbf M\mathbf u$, where $\mathbf K$ is the matrix of second derivatives, $\mathbf M$ is the diagonal mass matrix, and the centre-of-mass motion has been removed from $\mathbf u$. Their ratio is a weighted mean of the squared frequencies of the totally symmetric modes, so it cannot lie below the lowest of them, which in this molecule is the B–N stretch.

## Grid representation

Place walls at the ends of the scan, $s=0$ and $s=L$. The functions $\phi_n=\sqrt{2/L}\sin(n\pi s/L)$, $n=1,\dots,N-1$, have kinetic energies $\hbar^2\pi^2n^2/2L^2$. Take the interior points $s_i=iL/N$ and define

$$
U_{in}=\sqrt{\frac2N}\sin\frac{n\pi i}{N}.
$$

Both the orthogonality of $U$ and the kinetic matrix follow from one sum:

$$
C(\theta)=\frac12+\sum_{n=1}^{N-1}\cos n\theta+\frac12\cos N\theta=\frac12\sin N\theta\,\cot\frac\theta2 .
$$

To obtain it, multiply the left side by $2\sin(\theta/2)$ and use $2\sin\frac\theta2\cos n\theta=\sin(n+\frac12)\theta-\sin(n-\frac12)\theta$. The sum telescopes to $\sin(N-\frac12)\theta+\sin\frac\theta2\cos N\theta=\sin N\theta\cos\frac\theta2$.

At $\theta=\pi m/N$ with $0<m<2N$, $C=0$, so $\sum_{n=1}^{N-1}\cos n\theta=-\frac12[1+(-1)^m]$. The product of two sines is half the difference of cosines with $m=i-j$ and $m=i+j$. These integers have the same parity, so for $i\ne j$ the two sums cancel. For $i=j$ the difference is $(N-1)-(-1)=N$, and the prefactor $2/N$ gives $\sum_nU_{in}^2=1$. Thus $U$ is orthogonal.

Now differentiate $C$ twice at the same $\theta$. Since $\sin N\theta=0$, only the cross term survives:

$$
C''=N\cos N\theta\,\frac{d}{d\theta}\cot\frac\theta2=-\frac{N(-1)^m}{2\sin^2(\theta/2)} .
$$

Differentiating the sum term by term gives $C''=-\sum_{n=1}^{N-1}n^2\cos n\theta-\frac12N^2(-1)^m$. Therefore

$$
S_m\equiv\sum_{n=1}^{N-1}n^2\cos\frac{\pi mn}{N}=(-1)^m\left[\frac{N}{2\sin^2(\pi m/2N)}-\frac{N^2}{2}\right],
$$

while $S_0=N(N-1)(2N-1)/6$. The kinetic matrix on the grid is

$$
T_{ij}=\sum_nU_{in}\frac{\hbar^2\pi^2n^2}{2L^2}U_{jn}=\frac{\hbar^2\pi^2}{2NL^2}\,(S_{i-j}-S_{i+j}).
$$

For $i\neq j$ the terms in $N^2/2$ cancel:

$$
T_{ij}=\frac{\hbar^2\pi^2(-1)^{i-j}}{4L^2}\left[\frac1{\sin^2\frac{\pi(i-j)}{2N}}-\frac1{\sin^2\frac{\pi(i+j)}{2N}}\right].
$$

On the diagonal, $S_0+N^2/2=N(2N^2+1)/6$, so

$$
T_{ii}=\frac{\hbar^2\pi^2}{4L^2}\left[\frac{2N^2+1}{3}-\frac1{\sin^2(\pi i/N)}\right].
$$

The potential integrals are replaced by sums over the grid:

$$
\int_0^L\phi_nV\phi_m\,ds\simeq\frac LN\sum_i\phi_n(s_i)V(R(s_i))\phi_m(s_i)=\sum_iU_{in}V(R(s_i))U_{im}.
$$

Transforming back with $U$ gives the diagonal matrix $V(R(s_i))\delta_{ij}$. This quadrature is the approximation specific to the discrete variable representation. Diagonalizing $T+V$ gives levels $E_n$ and normalized vectors $c_{in}$, and then

$$
\langle R\rangle_T=\frac{\sum_ne^{-E_n/k_BT}\sum_i|c_{in}|^2R(s_i)}{\sum_ne^{-E_n/k_BT}} .
$$

**Number of points.** The largest momentum in the basis is close to $\pi\hbar N/L$. The local momentum at energy $E$ above the minimum is at most $\sqrt{2E}$ in these mass-weighted units. A necessary estimate is thus

$$
N\gtrsim\frac{L\sqrt{2E}}{\pi\hbar}.
$$

Here $\sqrt\mu\approx2.6\ \mathrm{u}^{1/2}$ gives $L\approx115\times2.6\approx300$ pm u$^{1/2}$. From $\hbar=\hbar\omega\sqrt{\mu/k}$ one finds $\hbar=80.1\sqrt{6.65/1.020}\approx204$ in units of (meV u)$^{1/2}$ pm. With $N=16$ the grid reaches $E\approx\frac12(\pi\times204\times16/300)^2\approx580$ meV, more than twenty times $k_BT=25.7$ meV at 298.15 K.

Relative to $N=200$, the error in $\langle R\rangle$ was $3\times10^{-5}$ pm for $N=16$ and below $10^{-8}$ pm for $N=24$. For a smooth single well, start from the estimate with $E$ some twenty $k_BT$ above the ground level and also at least several $\hbar\omega$ above the minimum, since zero-point momentum remains at low temperature. Then double $N$ and look for a change. These grid points cost no electronic calculations, because they use the interpolated curve.

**Scan range.** The wavefunctions of all populated levels must be small at both walls. In the example $V$ is 1454 meV at 135 pm and 823 meV at 250 pm, far above the populated levels. Moving the outer wall to 238 pm changed the average by about $2\times10^{-9}$ pm. A weaker adduct or a higher temperature needs a new range. If states near dissociation are populated, the average depends on the wall and ceases to describe a bond.

## The leading-order law

Add a small stretching force $f$, so that the Hamiltonian becomes $H-fR$, with free energy $F(f)=-k_BT\ln\mathrm{Tr}\,e^{-(H-fR)/k_BT}$. Differentiating under the trace, where cyclic order removes the commutator terms, gives

$$
\langle R\rangle_T=-\left.\frac{dF}{df}\right|_{f=0}.
$$

The tilted potential $W=V-fR$ has its minimum at $R_f$, where $V'(R_f)=f$. Its curvature in $s$ is

$$
\frac{d^2W}{ds^2}=\frac1{\sqrt\mu}\frac{d}{dR}\left(\frac{W'}{\sqrt\mu}\right)=\frac{W''}{\mu}-\frac{\mu'W'}{2\mu^2}=\frac{V''(R_f)}{\mu(R_f)},
$$

since $W'=0$ and $W''=V''$ there. Define $\omega(R)^2=V''(R)/\mu(R)$. In the harmonic approximation about the tilted minimum,

$$
F\simeq V(R_f)-fR_f+k_BT\ln\left[2\sinh\frac{\hbar\omega(R_f)}{2k_BT}\right].
$$

The derivative of the first two terms is $(V'-f)\,dR_f/df-R_f=-R_f$. In the last term, $V''dR_f/df=1$ gives $d\omega/df=\omega'/V''$. At $f=0$,

$$
\boxed{\langle R\rangle_T-R_e\simeq-\frac{1}{2k}\coth\left(\frac{\hbar\omega}{2k_BT}\right)\frac{d(\hbar\omega)}{dR}}
$$

with all quantities at $R_e$. Since $\omega'/\omega=\frac12(V'''/k-\mu'/\mu)$, this is the form found by dimensions. The neglected terms are of higher order in the anharmonicity.

For a Morse potential $D(1-e^{-ax})^2$ with constant mass, $V''=2Da^2(2e^{-2ax}-e^{-ax})$. At $x=0$ this gives $V'''/k=-3a$ and $\omega'/\omega=-3a/2$. The shift is then $(3a\hbar\omega/4k)\coth(\hbar\omega/2k_BT)$.

At low temperature $\coth\to1$, and the shift is due to zero-point motion. At high temperature $\coth\to2k_BT/\hbar\omega$, and it becomes $-(k_BT/k)\,d\ln\omega/dR$, which contains no $\hbar$. This is the leading term of the classical average with weight $\sqrt\mu\,e^{-V/k_BT}$.

The law also shows how clean the scan must be, since it depends on $V'''$. Suppose the third derivative comes from four energies at $R_e\pm h$ and $R_e\pm2h$:

$$
V'''\simeq\frac{V(2h)-2V(h)+2V(-h)-V(-2h)}{2h^3},
$$

where arguments are measured from $R_e$. An error of size $\epsilon$ in each energy changes $V'''$ by at most $3\epsilon/h^3$. With $k$ held fixed, the shift changes by at most $3\epsilon\hbar\omega\coth(\hbar\omega/2k_BT)/(4k^2h^3)$. For $h=8$ pm and the example's values at 298.15 K, this is about 0.12 pm per meV of error. Keeping this contribution near 1% of the shift therefore requires energies consistent to about 0.1 meV. The formula also has a truncation error, $h^2V^{(5)}/4$ to leading order. For a Morse curve this is a fraction $5a^2h^2/4$ of $V'''$, or about 3% at $h=8$ pm with $a\approx0.02$ pm$^{-1}$. A smaller $h$ reduces the truncation error but amplifies the noise. An incompletely relaxed point lies above the relaxed curve, so loose geometry relaxation adds energy errors of this kind.

## Reading the example

The frequency slope is $d(\hbar\omega)/dR=-2.392$ meV/pm. At 298.15 K, $\hbar\omega/2k_BT=80.09/(2\times25.69)=1.559$, whose hyperbolic cotangent is 1.093. The law gives

$$
\langle R\rangle_T-R_e\simeq\frac{1.093\times2.392}{2\times1.020}=1.28\ \mathrm{pm}.
$$

The grid calculation gives the first three levels at 39.7, 117.3 and 192.4 meV. Their mean distances are 172.54, 174.97 and 177.49 pm, and their populations are 0.951, 0.046 and 0.002. The thermal mean is $172.66$ pm, or 0.17266 nm, which is 1.31 pm beyond the minimum. The leading-order value is about 2% below this shift.

| $T$ (K) | Grid shift (pm) | Law (pm) | Classical shift (pm) |
|---:|---:|---:|---:|
| 100 | 1.19 | 1.17 | 0.26 |
| 200 | 1.21 | 1.20 | 0.52 |
| 298.15 | 1.31 | 1.28 | 0.78 |
| 350 | 1.39 | 1.35 | 0.92 |

The classical column was obtained by quadrature on the same curve. Because $\hbar\omega$ is about three times $k_BT$ at room temperature, most of the shift is already present in the ground state: $172.54-171.35=1.19$ pm. Classical sampling of this coordinate would miss about 40% of the shift at 298.15 K.

The standard deviation of $R$ is $\sigma=6.7$ pm, much larger than the shift, so the kind of average must be stated. For a narrow distribution with mean $\bar R$, expansion gives $\langle R^{-2}\rangle\simeq\bar R^{-2}(1+3\sigma^2/\bar R^2)$. The length $\langle R^{-2}\rangle^{-1/2}$ is therefore shorter than $\bar R$ by about $3\sigma^2/2\bar R=0.4$ pm.

## What a single coordinate leaves out

The force argument extends to the whole molecule. At the minimum of $V-fR$, now a function of all Cartesian coordinates, the vibrational frequencies come from $\mathbf K-f\nabla\nabla R$. The second term is needed because $V$ alone is not stationary there. The tilted potential is stationary and unchanged by rigid motions, so its matrix has six zero modes. The remaining 18 vibrations, with frequencies $\omega_i$, give

$$
\Delta R_{\mathrm{vib}}=-\frac12\sum_{i=1}^{18}\coth\left(\frac{\hbar\omega_i}{2k_BT}\right)\frac{d(\hbar\omega_i)}{df}.
$$

Classical rotation contributes a partition function proportional to $\sqrt{I_aI_b^2}$, where $I_a$ is the moment of inertia about the B–N axis and $I_b$ that about a perpendicular axis. Its free energy is $-\frac12k_BT\ln(I_aI_b^2)$ plus terms independent of $f$, so

$$
\Delta R_{\mathrm{rot}}=\frac{k_BT}{2}\frac{d\ln(I_aI_b^2)}{df}.
$$

These derivatives were taken by central differences between relaxed structures at $R_e\pm4$ pm. At 298.15 K the vibrational shift is 2.91 pm and the rotational shift is 0.22 pm. Their sum is 3.13 pm, against 1.28 pm from the path model at the same order. The single coordinate thus omits about 1.9 pm, more than it contains. The 4 pm step leaves an error of about 0.02 pm in these sums: with a 1 pm step the vibrational shift is 2.93 pm. The harmonic treatment is weakest for the torsion about the B–N axis, whose quantum is 31 meV and whose barrier is about 85 meV, against $k_BT=25.7$ meV. It contributes about 0.45 pm to the sum, and a hindered-rotor estimate raises that part by roughly 0.1 pm, so the whole-molecule shift is not known to better than about 0.1 pm even on this surface.

**When to use the one-dimensional setting.** It gives the levels and anharmonicity of motion along the relaxed path, and the part of the bond lengthening that belongs to that motion. Coupling to the other modes can change both. For a mean distance to be compared with measurement, add the other modes unless their contribution has been shown to be small. In this example the leading-order estimate for the whole molecule is about $171.4+3.1=174.5$ pm on the Hartree–Fock 3-21G surface. It is not a prediction of the measured length, because a change of electronic level can move the minimum by more than this shift, as the next paragraph shows.

In the one comparison made here, a change of electronic level moved the minimum by many more picometres than it changed the path-model shift. Basis and correlation were changed together, so their effects on the shift may partly cancel, and the convergence of the shift with basis size was not tested. Frozen-core second-order Møller–Plesset energies in the 6-31G* basis were computed on the same Hartree–Fock path, with the same path mass. They moved the minimum to 166.3 pm, while the path-model shift at 298.15 K became 1.27 pm. The minimum changed by 5.0 pm and the shift by only 0.04 pm. On this fixed path, the shift from the cheaper curve could therefore stand in for that of the second curve to within about 0.04 pm. Relaxing the path at the second level, and the all-mode shift, were not tested in this way. An error in the minimum cannot be repaired by averaging.

Real ammonia borane is a molecular solid at room temperature. Its B–N bond there is shorter than in the free molecule by roughly 0.1 Å or a little less. That change is larger than even the whole-molecule shift estimated here, so the isolated-adduct model is unsuitable for the solid. The solid also loses hydrogen, quickly on heating to roughly 100 °C and slowly when held at 70–90 °C, a range that includes the highest temperature in the table, 350 K. For the crystal, the scan and the other vibrations must be computed in the crystal field; the isolated-molecule distance should not be used as a lattice prediction.
